# The Bruggeman-Hanai Law for Spherical Pores from Incremental Insertion

A calculation for a porous insulating film has to fix how much pore volume the model film must contain to reach a wanted dielectric constant. Suppose that the dense host has the constant 4, the pores have the constant 1, and the target is 2.5. A plain volume average of the two constants asks for a porosity of \((4-2.5)/(4-1)=0.50\). The law proved below asks for 0.415. The choice of mixing law therefore decides the geometry of the model, and it depends on what structure the pores are assumed to form.

## Setting and assumptions

The algebra uses atomic units with \(4\pi\varepsilon_0=1\), and the displacement is \(\mathbf D=k\mathbf E\), where \(k\) is a dimensionless dielectric constant. The dense host has the constant \(k_m\), the pores have \(k_p\), and \(p\) is the volume fraction of pores. The effective constant of a mixture is defined by volume averages, \(\langle\mathbf D\rangle=k\langle\mathbf E\rangle\).

**A1. Materials.** The constants are static, real, isotropic and local, with \(k_m>0\), \(k_p\ge 0\) and \(k_m\ne k_p\). The value \(k_p=0\) is not a dielectric, but it is a useful limit: the same equations describe conduction around insulating pores.

**A2. Dilute batches.** Pores enter in batches. A batch fills a small fraction \(f\) of the sample, and the mutual influence of its pores changes \(k\) by an amount that vanishes faster than \(f\).

**A3. Separated sizes.** The pores of a new batch are much larger than all structure already present, so that they are surrounded by a medium that looks uniform. They are much smaller than the sample.

**A4. Random placement.** The new pores are placed without regard to the old ones, so the material they replace has the average composition.

**Theorem.** Under A1 to A4, in the limit of infinitely small batches, the effective constant at porosity \(0\le p<1\) satisfies
\[
\frac{k-k_p}{k_m-k_p}\left(\frac{k_m}{k}\right)^{1/3}=1-p .
\]

The proof needs the field in one pore, the change of \(k\) caused by one batch, and the change of \(p\) caused by the same batch.

## Lemma 1: the field inside one pore

**Lemma 1.** A sphere of constant \(k_p\) in a uniform medium of constant \(k\), with the field \(E_0\) far away, has the uniform inner field
\[
E_{\rm in}=\frac{3k}{k_p+2k}\,E_0 .
\]

*Proof.* Let the far field point along \(z\), and let the sphere have radius \(a\). There is no free charge, so the potential obeys Laplace's equation on both sides of the surface. The far field has the angular form \(\cos\theta\), and a spherical surface does not mix angular forms. The solution that is finite at the centre and has the right far field is
\[
\phi_{\rm in}=-E_{\rm in}\,r\cos\theta,\qquad
\phi_{\rm out}=\left(-E_0r+\frac{B}{r^2}\right)\cos\theta .
\]
Continuity of the potential at \(r=a\) gives \(-E_{\rm in}a=-E_0a+B/a^2\), hence
\[
B=a^3(E_0-E_{\rm in}).
\]
The radial field is \(-\partial\phi/\partial r\). Outside it equals \((E_0+2B/r^3)\cos\theta\), and inside it equals \(E_{\rm in}\cos\theta\). Continuity of the normal displacement then requires
\[
k_pE_{\rm in}=k\left(E_0+\frac{2B}{a^3}\right)=k(3E_0-2E_{\rm in}).
\]
Collecting the terms in \(E_{\rm in}\) gives \((k_p+2k)E_{\rm in}=3kE_0\), which is the claim. ∎

Inserting this result into \(B\) gives the strength of the dipole field outside,
\[
B=a^3\beta E_0,\qquad \beta(k)=\frac{k_p-k}{k_p+2k}.
\]
For \(k_p<k\) the factor \(\beta\) is negative: the pore acts as a dipole directed against the field. The field inside it is then stronger than \(E_0\). For \(k=4\) and \(k_p=1\) the ratio is \(12/9=1.333\), and a numerical solution of the radial field equation gives the same value.

## Lemma 2: the effect of one batch on \(k\)

**Lemma 2.** A dilute batch of volume fraction \(f\) changes the constant of the medium by
\[
\delta k=f\,g(k)+o(f),\qquad g(k)=\frac{3k(k_p-k)}{k_p+2k}=3k\beta(k).
\]

*Proof.* The quantity \(\mathbf D-k\mathbf E\) is zero in the surrounding medium. Inside a new pore it equals \((k_p-k)\mathbf E_{\rm in}\). Its volume average is therefore
\[
\langle D\rangle-k\langle E\rangle=f\,(k_p-k)E_{\rm in}.
\]
The field acting on a pore differs from \(\langle E\rangle\) by an amount that vanishes with \(f\). Since the right side already carries a factor \(f\), Lemma 1 may be used there with \(E_0=\langle E\rangle\). Dividing by \(\langle E\rangle\) gives the new constant, \(k+f(k_p-k)\,3k/(k_p+2k)+o(f)\). ∎

For the constants 4 and 1 the slope is \(g=3\cdot4\cdot(-3)/9=-4\). The numerical field of a pore that fills \(10^{-4}\) of a host ball gives \(-3.9999\).

## Lemma 3: the effect of one batch on \(p\)

**Lemma 3.** A batch of volume fraction \(f\) changes the porosity by \(\delta p=(1-p)f\). If \(F\) is the sum of all inserted fractions, then in the limit of small batches \(1-p=e^{-F}\).

*Proof.* By A4 the replaced material already contains the pore fraction \(p\). The batch removes the old pore volume \(pf\) and adds the new pore volume \(f\), both per unit sample volume. Hence
\[
p'=p-pf+f,\qquad 1-p'=(1-p)(1-f).
\]
Starting from \(p=0\), the remaining host fraction is the product of the factors \(1-f_i\). Its logarithm is \(\sum_i\ln(1-f_i)\), which tends to \(-\sum_i f_i=-F\) when every \(f_i\) tends to zero. ∎

The same rule holds if pore volume is added to the sample instead of replacing material. The old composite then fills the fraction \(1-f\) of the enlarged sample, and again \(p'=(1-f)p+f\).

This lemma concerns volumes alone and can be tested without any field. Equal spheres were placed at random in periodic boxes and allowed to overlap. A total inserted fraction of 0.6005 gave a porosity of 0.453, against \(1-e^{-F}=0.451\). The difference of 0.002 is small compared with the effect being tested: overlaps lower the porosity by about 0.15 below the inserted fraction.

## Proof of the theorem

By Lemma 2, the constant after many batches is built from steps \(f g(k)\) with remainders \(o(f)\). The number of steps needed for a fixed \(F\) grows as \(1/f\), so the sum of the remainders vanishes as \(f\to0\). The function \(g\) is smooth in the range between \(k_m\) and \(k_p\), so early errors are amplified by no more than a finite factor. The steps therefore converge to the solution of \(dk/dF=g(k)\). Lemma 3 gives \(dF=dp/(1-p)\), and
\[
(1-p)\frac{dk}{dp}=\frac{3k(k_p-k)}{k_p+2k},\qquad k(0)=k_m .
\]
The right side vanishes at \(k=k_p\), which is itself a constant solution. A solution that starts elsewhere cannot reach it at finite \(F\), that is, for \(p<1\). Thus \(k-k_p\) keeps the sign of \(k_m-k_p\).

Separating the variables gives
\[
\frac{dp}{1-p}=\frac{k_p+2k}{3k(k_p-k)}\,dk .
\]
Writing \(k_p+2k=(k_p-k)+3k\) splits the fraction:
\[
\frac{k_p+2k}{3k(k_p-k)}=\frac{1}{3k}+\frac{1}{k_p-k}.
\]
Now integrate from the dense host to porosity \(p\). The left side gives \(-\ln(1-p)\). The second term on the right gives a minus sign, because \(k\) enters its denominator with a minus sign:
\[
-\ln(1-p)=\frac13\ln\frac{k}{k_m}-\ln\frac{k-k_p}{k_m-k_p}.
\]
Both arguments on the right are positive. Reversing all signs and taking the exponential gives the theorem. ∎

The exponent \(1/3\) comes from the term \(1/(3k)\), and so from the response of a sphere in Lemma 1. Pores of another shape have another inner field and need a new integration.

**Remark on the factor \(1-p\).** If the replaced pore volume were ignored, one would set \(f=dp\). The same integration would then give \(e^{-p}\) in place of \(1-p\). For the constants 4 and 1 this yields \(k=2.570\) at \(p=0.5\), which is 15% above the correct 2.236. At \(p=1\) it yields 1.854, although a sample made of pore alone must have \(k=1\).

## Corollary 1: solving for \(k\), and two limits

The theorem gives \(p\) directly when \(k\) is known. For the reverse task let \(x=(k/k_m)^{1/3}\). Substituting \(k=k_mx^3\) and multiplying by \((k_m-k_p)x\) gives
\[
k_mx^3-(1-p)(k_m-k_p)x-k_p=0 .
\]
For \(k_p>0\) there is one positive root. To see this, divide by \(x\) and write the equation as
\[
k_mx^2-\frac{k_p}{x}=(1-p)(k_m-k_p).
\]
The left side increases steadily from \(-\infty\) to \(+\infty\) as \(x\) runs over the positive numbers, so it takes the value on the right once.

**Pores that carry no displacement.** For \(k_p=0\) the equation reduces to \(x^2=1-p\), and
\[
k=k_m(1-p)^{3/2}.
\]
The effective constant vanishes only when the host has vanished. In the language of conduction, the host stays connected at every porosity below one. This is a property of the assumed structure, and a material whose host breaks into separate pieces does not obey it.

**Nearly empty material.** For \(k_p>0\) and \(p\to1\) the theorem gives \(k\to k_p\). Replacing \(k\) by \(k_p\) in the cube-root factor gives the leading deviation,
\[
k-k_p\simeq(1-p)(k_m-k_p)\,s,\qquad s=\left(\frac{k_p}{k_m}\right)^{1/3}.
\]
Isolated spheres of host material in a medium of constant \(k_p\) would behave differently. Lemma 2 with the two materials exchanged replaces \(s\) by
\[
\frac{3k_p}{k_m+2k_p}=\frac{3s^3}{1+2s^3}.
\]
The two factors are unequal, since \(1+2s^3-3s^2=(s-1)^2(2s+1)>0\) for \(s\ne1\), which means \(s>3s^3/(1+2s^3)\). The law thus treats host and pore differently even when little host is left: the remnants are what many spherical cuts leave behind, not spheres.

## Corollary 2: the law lies below the volume average

**Corollary 2.** For \(0<p<1\) the curve \(k(p)\) is convex, and \(k<(1-p)k_m+pk_p\).

*Proof.* Differentiating \(dk/dp=g/(1-p)\) once more, and using the same equation for \(dk/dp\), gives
\[
\frac{d^2k}{dp^2}=\frac{g(g'+1)}{(1-p)^2},\qquad g'=\frac{dg}{dk}.
\]
From \(\beta=(k_p-k)/(k_p+2k)\) the quotient rule gives
\[
\frac{d\beta}{dk}=\frac{-(k_p+2k)-2(k_p-k)}{(k_p+2k)^2}=-\frac{3k_p}{(k_p+2k)^2}.
\]
Since \(g=3k\beta\), it follows that
\[
g'=3\beta-\frac{9kk_p}{(k_p+2k)^2}.
\]
With \(1+\beta=(2k_p+k)/(k_p+2k)\), the combination needed here is
\[
g'+1-2\beta=\frac{(2k_p+k)(k_p+2k)-9kk_p}{(k_p+2k)^2}
=\frac{2(k_p-k)^2}{(k_p+2k)^2}=2\beta^2 .
\]
Therefore \(g'+1=2\beta(1+\beta)\), and
\[
\frac{d^2k}{dp^2}=\frac{6k\beta^2(1+\beta)}{(1-p)^2}>0,
\]
because \(1+\beta\) is positive and \(\beta\ne0\). A convex curve lies below the straight line between its end points, which are \(k_m\) at \(p=0\) and \(k_p\) at \(p\to1\). That line is the volume average. ∎

The volume average would hold for flat layers parallel to the field, where \(\mathbf E\) is the same in both materials and only \(\mathbf D\) has to be averaged. Around spherical pores the field is not uniform, and the average does not apply.

## Corollary 3: comparison with Maxwell Garnett

The Maxwell Garnett formula follows from a different construction. A large ball of the mixture is placed in the dense host, and its dipole is set equal to the sum of the dipoles of its pores, each taken in that same host. With the dipole strength from Lemma 1 and \(\beta_m=\beta(k_m)\), this gives
\[
\frac{k_{MG}-k_m}{k_{MG}+2k_m}=p\beta_m,\qquad
k_{MG}=k_m\frac{1+2p\beta_m}{1-p\beta_m}.
\]

**Corollary 3.** For small \(p\),
\[
k-k_{MG}=3k_m\beta_m^3p^2+O(p^3).
\]

*Proof.* Expanding the denominator gives
\[
k_{MG}=k_m(1+3\beta_mp+3\beta_m^2p^2+\dots).
\]
The present law has the initial slope \(g(k_m)=3k_m\beta_m\), so the first orders agree. Half its second derivative at \(p=0\) is \(3k_m\beta_m^2(1+\beta_m)\), by Corollary 2. Subtracting \(3k_m\beta_m^2\) leaves \(3k_m\beta_m^3\). ∎

For pores of lower constant than the host, \(\beta_m<0\), and the present law starts below Maxwell Garnett. For the constants 4 and 1, \(\beta_m=-1/3\), and the coefficient is \(12\cdot(-1/27)=-0.444\), in agreement with the value extracted numerically. At \(p=0.5\) this term alone would predict a difference of \(-0.11\), whereas the actual one is \(-0.05\). The expansion gives the sign there, but not the size.

## Worked example

Take the round model parameters \(k_m=4\) and \(k_p=1\). The cubic equation gives these values:

| \(p\) | \(k\) |
|---|---|
| 0.1 | 3.609 |
| 0.2 | 3.236 |
| 0.3 | 2.883 |
| 0.4 | 2.549 |
| 0.5 | 2.236 |

Each further tenth of porosity lowers \(k\) by less than the one before, from 0.391 for the first to 0.313 for the fifth. This is the convexity of Corollary 2.

At \(p=0.5\) the equation reads \(4x^3-1.5x-1=0\). Its positive root is \(x=0.8237\), and \(k=4x^3=2.236\). The total inserted fraction is \(F=\ln2=0.693\), larger than 0.5 because part of the inserted volume replaces older pores.

The same number was obtained by repeated insertion, with the field of a pore in a host ball solved numerically for every batch. Forty batches give 2.23701 and eighty give 2.23629. Their distances from the closed law, 2.23557, are 0.00144 and 0.00072, so the error halves when the number of batches doubles. Removing an error of this form gives \(2\times2.23629-2.23701=2.23557\). This tests the limit of small batches. It does not test A3, since each batch is given a uniform medium from the start.

For the target \(k=2.5\) the theorem gives
\[
1-p=\frac{2.5-1}{4-1}\left(\frac{4}{2.5}\right)^{1/3}=0.585,\qquad p=0.415 .
\]
A model film built with the volume-average porosity of 0.50 would, under this law, have \(k=2.24\) instead of 2.5.

The effect on an energy follows from a wide parallel-plate capacitor. Let \(d\) be the gap, \(A\) the area of a patch, and \(w\) the change of an electron's potential energy across the gap. In atomic units the field has the magnitude \(w/d\), and the energy density is \(kE^2/(8\pi)\). Multiplying by the volume \(Ad\) gives
\[
U=\frac{kAw^2}{8\pi d}.
\]
For a square patch of side 1000 Å, a gap of 1000 Å and \(w=1\) eV, the dense film stores 11.05 eV. The film with \(p=0.5\) stores \(11.05\times2.236/4=6.18\) eV. The ratio of the two energies at this fixed voltage, 0.559, is also the ratio of the two capacitances. Edge fields are neglected, and the pores must be much smaller than the gap.

## Remarks on the range of validity

**The size hierarchy.** Assumption A3 is severe. If each batch has pores ten times larger than the last, forty batches span a factor of \(10^{39}\) in size. No film contains such a hierarchy. For a real film the law is an approximation that lets each pore respond to the average of its surroundings, and its error for pores of similar size is not determined here.

**The choice of formula.** One indication of the uncertainty is the spread between formulas that assume different structures. The symmetric Bruggeman formula treats both materials as spheres in the effective medium and requires
\[
p\,\frac{k_p-k}{k_p+2k}+(1-p)\frac{k_m-k}{k_m+2k}=0 .
\]
At \(p=0.5\) it gives 2.171, the present law gives 2.236, and Maxwell Garnett gives 2.286. The spread is about 5% of the middle value. For these constants the three formulas keep this ranking, from lowest to highest \(k\), at all tested porosities from 0.05 to 0.95, while the size of the spread changes with \(p\). The spread is not an error bound, because a real pore structure may match none of the three. For an isotropic mixture of unknown structure the Hashin-Shtrikman bounds apply. They are the Maxwell Garnett formula as written above and the same formula with the two materials exchanged. At \(p=0.5\) the exchanged formula has \(\beta=(4-1)/(4+2)=1/2\) and gives \((1+0.5)/(1-0.25)=2.000\), so \(k\) may lie anywhere from 2.000 to 2.286, a range of about 13% of the middle value. If a calculation needs \(k\) more closely than this range, the pore geometry has to be known or treated explicitly.

**Other limits.** The derivation assigns a bulk constant to each material right up to the pore surface. Pores of only a few atomic spacings, or pores with a chemically altered shell, violate A1. Elongated pores violate Lemma 1, and if they are aligned, the response also depends on direction. The numerical output below lists the values used here.

## Computed values

```
host constant k_m = 4.0 (dimensionless)
pore constant k_p = 1.0 (dimensionless)
pore field / average field, f=1e-4: 1.3333
same ratio, dilute formula: 1.3333
numerical dilute slope dk/df: -3.9999
formula dilute slope dk/df: -4.0000
random spheres: inserted fraction F = 0.6005
random spheres: measured porosity = 0.453
random spheres: 1-exp(-F) = 0.451
Bruggeman-Hanai k at p=0.1: 3.6090
Bruggeman-Hanai k at p=0.2: 3.2364
Bruggeman-Hanai k at p=0.3: 2.8828
Bruggeman-Hanai k at p=0.4: 2.5490
Bruggeman-Hanai k at p=0.5: 2.2356
cubic root x at p=0.5: 0.82371
inserted fraction F at p=0.5: 0.6931
k at p=0.5 from 40 batches: 2.23701
k at p=0.5 from 80 batches: 2.23629
k at p=0.5, extrapolated batches: 2.23557
k at p=0.5, closed law: 2.23557
k at p=0.5 with wrong f=dp: 2.5701
k at p=1 with wrong f=dp: 1.8541
Maxwell Garnett k at p=0.5: 2.2857
symmetric Bruggeman k at p=0.5: 2.1712
numerical (k-k_MG)/p^2 for p to 0: -0.4444
formula 3 k_m beta^3: -0.4444
target constant: 2.5
matrix fraction 1-p for target: 0.5848
porosity p for target: 0.4152
patch side: 1000 angstrom
plate gap: 1000 angstrom
electron energy drop: 1.0 eV
field energy, dense film: 11.053 eV
field energy, porous film p=0.5: 6.177 eV
energy ratio porous/dense: 0.5589
```
